# When a diatomic molecule has an infrared Q branch

The vibrational absorption band of a heteronuclear diatomic gas in a $^1\Sigma$ electronic state appears as two combs of lines with a gap between them. In the R branch the total angular momentum quantum number $J$ rises by one as the vibration is excited; in the P branch it falls by one. The gap is where lines with unchanged $J$, the Q branch, would lie. This suggests a rule that diatomic molecules never show an infrared Q branch.

The rule fails for NO. The reason lies in the angular momentum that its electrons carry along the internuclear axis, and the lowest rotational level is enough to show it.

## A counter-example: the level $J=1/2$

Let $\mathbf n$ be the unit vector along the axis. Angular momenta are in units of $\hbar$. The quantum number $M$ is the projection of the total angular momentum $\mathbf J$ on a fixed direction $z$, and $\Omega$ is its projection on $\mathbf n$. The electronic ground state of NO is $^2\Pi$: the orbital projection on the axis is $\Lambda=\pm1$ and the spin projection is $\Sigma=\pm1/2$, so $|\Omega|=|\Lambda+\Sigma|$ is $1/2$ or $3/2$.

When the vibration is excited within one electronic state, the dipole operator acts as $\mu(r)\mathbf n$, where $r$ is the bond length. Components perpendicular to the axis would change $\Lambda$ by one unit. They cannot act within a $\Pi$ state, whose two values of $\Lambda$ differ by two. The integral of $\mu(r)$ between the two vibrational states is taken as a common factor, independent of rotation. What remains is the line strength

$$S(J\to J')=\sum_{M,M'}\sum_{i=x,y,z}|\langle J'M'|n_i|JM\rangle|^2 .$$

The sum over all $M$ and $M'$ singles out no direction, so $x$, $y$ and $z$ contribute equally. Since $n_z$ does not change $M$,

$$S(J\to J')=3\sum_M|\langle J'M|n_z|JM\rangle|^2,\qquad n_z=\cos\theta .$$

Take $J=\Omega=1/2$. The amplitude for finding the axis at angle $\theta$ to $z$ is, up to phase and normalization, the overlap of a spin-1/2 state pointing along $\mathbf n$ with one pointing along $\pm z$. For $M=1/2$ it is $\cos(\theta/2)$, for $M=-1/2$ it is $\sin(\theta/2)$. With $u=\cos\theta$, the probability densities in $u$ are

$$p_{\pm}(u)=\frac{1\pm u}{2},\qquad -1\le u\le 1,$$

each of which integrates to one. The mean of $n_z$ is

$$\langle n_z\rangle_\pm=\int_{-1}^{1}u\,\frac{1\pm u}{2}\,du=\pm\frac12\cdot\frac23=\pm\frac13 .$$

These are the matrix elements for unchanged $J$, and they are not zero:

$$S_Q=3\left(\frac19+\frac19\right)=\frac23 .$$

The total strength to all final levels follows from the mean of $n_z^2$. The odd part of the density drops out, so $\langle u^2\rangle=\frac12\int_{-1}^1u^2du=\frac13$ for both $M$, and the total is $3(\frac13+\frac13)=2$. One third of the absorption from this level is therefore in its Q line. The remaining $4/3$ belongs to the R line.

Compare a molecule with $\Omega=0$. Its rotational functions are spherical harmonics, whose densities are unchanged when $u\to-u$. The mean of $u$ is then zero, and the Q line vanishes. The photon's unit of angular momentum is not what forbids it: for $J>0$, the vector sum of $J$ and 1 includes $J$ itself. What is missing at $\Omega=0$ is a mean direction of the axis. With $\Omega\neq0$, the axis leans on average along $\mathbf J$ or against it.

## The general statement

Consider an electric-dipole vibrational band of a heteronuclear diatomic molecule, within one electronic state, with $\Omega$ a good quantum number (Hund's case a). From lower level $J$,

$$S_Q=\frac{\Omega^2(2J+1)}{J(J+1)},\qquad
S_R=\frac{(J+1)^2-\Omega^2}{J+1},\qquad
S_P=\frac{J^2-\Omega^2}{J}.$$

For $J=0$, which requires $\Omega=0$, $S_Q=S_P=0$. Under these conditions the Q branch is absent if $\Omega=0$ and present otherwise.

## Proof

**The axial projection.** The total angular momentum is $\mathbf J=\mathbf R+\mathbf L+\mathbf S$, where $\mathbf R$ belongs to the rotating nuclei and $\mathbf L,\mathbf S$ to the electrons. Since $\mathbf R$ is a cross product of the internuclear vector with a momentum, it is perpendicular to $\mathbf n$. Hence

$$\mathbf J\cdot\mathbf n=\Lambda+\Sigma=\Omega .$$

**A commutator identity.** A vector operator $\mathbf V$ obeys $[J_i,V_j]=i\epsilon_{ijk}V_k$, with repeated indices summed. Then

$$[J^2,V_j]=i\epsilon_{ijk}(J_iV_k+V_kJ_i).$$

Move $J_i$ to the left in the second term, using $V_kJ_i=J_iV_k-i\epsilon_{ikl}V_l$ and $\epsilon_{ijk}\epsilon_{ikl}=-2\delta_{jl}$:

$$[J^2,V_j]=2i\epsilon_{ijk}J_iV_k-2V_j .$$

Because $\epsilon_{ijk}J_iV_k=-(\mathbf J\times\mathbf V)_j$, this is

$$[J^2,\mathbf V]=-2i\mathbf W,\qquad \mathbf W=\mathbf J\times\mathbf V-i\mathbf V .$$

$\mathbf W$ is also a vector operator, so the same result applies to it:

$$[J^2,[J^2,\mathbf V]]=-2i[J^2,\mathbf W]=-4(\mathbf J\times\mathbf W-i\mathbf W).$$

To find $\mathbf J\times\mathbf W$, expand the double cross product while keeping the operator order:

$$[\mathbf J\times(\mathbf J\times\mathbf V)]_i=J_jJ_iV_j-J^2V_i .$$

With $J_jJ_i=J_iJ_j+i\epsilon_{jik}J_k$ this becomes

$$\mathbf J\times(\mathbf J\times\mathbf V)=\mathbf J(\mathbf J\cdot\mathbf V)+i\mathbf J\times\mathbf V-J^2\mathbf V .$$

Subtracting $i\mathbf J\times\mathbf V$ gives $\mathbf J\times\mathbf W=\mathbf J(\mathbf J\cdot\mathbf V)-J^2\mathbf V$. Also $4i\mathbf W=-2[J^2,\mathbf V]=-2J^2\mathbf V+2\mathbf VJ^2$. Therefore

$$[J^2,[J^2,\mathbf V]]=2(J^2\mathbf V+\mathbf VJ^2)-4\mathbf J(\mathbf J\cdot\mathbf V).$$

**Selection rule and Q element.** Put $\mathbf V=\mathbf n$ and $\mathbf J\cdot\mathbf n=\Omega$. Take the $z$ component between $\langle J'M|$ and $|JM\rangle$, and write $a=J(J+1)$, $a'=J'(J'+1)$:

$$(a'-a)^2\langle n_z\rangle=2(a'+a)\langle n_z\rangle-4\Omega\langle J_z\rangle .$$

If $J'\ne J$, then $\langle J_z\rangle=0$. Let $d=J'-J$ and $s=J'+J+1$. Then $a'-a=ds$ and $2(a'+a)=s^2+d^2-1$, so

$$(d^2s^2-s^2-d^2+1)\langle n_z\rangle=(d^2-1)(s^2-1)\langle n_z\rangle=0 .$$

Different levels have $s\ge2$, so a nonzero element needs $d=\pm1$. These are the P and R branches.

If $J'=J>0$, the left side is zero and $\langle J_z\rangle=M$. Hence

$$\langle JM|n_z|JM\rangle=\frac{M\Omega}{J(J+1)} .$$

For $J=M=\Omega=1/2$ this is $(1/4)/(3/4)=1/3$, as found by integration. For $J=0$ the axis has a uniform distribution and its mean is zero.

**The Q strength.** Use $\sum_MM^2=J(J+1)(2J+1)/3$:

$$S_Q=\frac{3\Omega^2}{J^2(J+1)^2}\cdot\frac{J(J+1)(2J+1)}{3}
=\frac{\Omega^2(2J+1)}{J(J+1)} .$$

**The other strengths.** Since $\mathbf n\cdot\mathbf n=1$, the strengths from level $J$ add up to the number of $M$ states:

$$S_P(J)+S_Q(J)+S_R(J)=2J+1 .$$

The P line from $J$ and the R line from $J-1$ have the same squared matrix elements, so $S_P(J)=S_R(J-1)$. With $(2J+1)/[J(J+1)]=1/J+1/(J+1)$,

$$S_R(J)+S_R(J-1)=2J+1-\Omega^2\left(\frac1J+\frac1{J+1}\right).$$

The trial form $S_R(J)=J+1-\Omega^2/(J+1)$ satisfies this equation. It also gives the right start. At the lowest level, $J=|\Omega|$, there is no P line. For $\Omega\ne0$ the sum rule then gives

$$S_R=(2|\Omega|+1)\left(1-\frac{|\Omega|}{|\Omega|+1}\right)=\frac{2|\Omega|+1}{|\Omega|+1},$$

which equals $|\Omega|+1-\Omega^2/(|\Omega|+1)$. For $\Omega=0$ both sides are 1. The recursion then fixes every higher $S_R$, and $S_P(J)=S_R(J-1)$ completes the proof.

## How the strength falls

The form $S_Q=\Omega^2[1/J+1/(J+1)]$ shows that the strength decreases steadily with $J$, as $2\Omega^2/J$ when $J$ is large. Meanwhile the total, $2J+1$, grows. The Q share of the absorption from one level is

$$\frac{S_Q}{2J+1}=\frac{\Omega^2}{J(J+1)},$$

which falls as $1/J^2$. At the lowest level it is $|\Omega|/(|\Omega|+1)$.

For $\Omega=3/2$, $J=3/2$,

$$S_Q=\frac{(9/4)\cdot4}{15/4}=2.40,\qquad \frac{S_Q}{2J+1}=60\% .$$

At $J=5/2$ the share is already down to 25.7%. For $\Omega=1/2$ it drops from 33.3% at $J=1/2$ to 6.7% at $J=3/2$. In classical terms, fast end-over-end rotation turns $\mathbf J$ nearly perpendicular to the axis, and little of the dipole remains along $\mathbf J$.

These are line strengths. An absorption intensity also contains the thermal population of each lower state.

## Rotation mixes the two values of $\Omega$

In a $^2\Pi$ molecule $\Omega$ is only approximately conserved. Let $B$ be the rotational constant, $A$ the spin–orbit constant and $x=J+1/2$. The spin–orbit energy is $A\Lambda\Sigma$. Terms with the perpendicular part of $\mathbf L$ are omitted: they shift the whole electronic state or couple it to others. With $\mathbf N=\mathbf J-\mathbf S$, the rotational energy is then $B(N^2-\Lambda^2)$, and

$$N^2=J^2+S^2-2\mathbf J\cdot\mathbf S .$$

The diagonal part of $2\mathbf J\cdot\mathbf S$ is $2\Omega\Sigma$. For $\Lambda=1$ the diagonal energies are

$$E_{1/2}=-\frac A2+Bx^2,\qquad E_{3/2}=\frac A2+B(x^2-2).$$

The coupling $c$ between them follows from the case $A=0$. The levels then have $N=J\pm1/2$ and energies $B(x^2\pm x-1)$. Their product must equal the determinant of the two-by-two matrix:

$$B^2[(x^2-1)^2-x^2]=B^2x^2(x^2-2)-c^2 ,$$

so $c^2=B^2(x^2-1)$. The sign of $c$ does not affect the Q strength below. At $J=1/2$ the coupling vanishes, so the opening example is free of mixing.

Call the lower and upper solutions F1 and F2. Since $n_z$ does not change $\Omega$, amplitudes $c_\Omega$ (lower vibrational level) and $c'_\Omega$ (upper) give

$$S_Q=\left(\sum_\Omega c'_\Omega c_\Omega\Omega\right)^2\frac{2J+1}{J(J+1)} .$$

If the mixing is nearly the same in both vibrational levels, the bracket is close to the mean $\langle\Omega\rangle$, and $\Omega^2$ is replaced by $\langle\Omega\rangle^2$.

Take a model molecule with $B=1.70\ \mathrm{cm^{-1}}$ in the lower vibrational level, $B'=1.68\ \mathrm{cm^{-1}}$ in the upper, and $A=120\ \mathrm{cm^{-1}}$ in both. At $J=20.5$, $x=21$ and $|c|=1.70\sqrt{440}=35.7\ \mathrm{cm^{-1}}$. The diagonal gap is $A-2B=116.6\ \mathrm{cm^{-1}}$. For F1, diagonalizing the matrix gives

$$\langle\Omega\rangle=1-\frac12\,\frac{A-2B}{\sqrt{(A-2B)^2+4c^2}}=0.573 .$$

Thus

$$S_Q\approx0.573^2\cdot\frac{42}{20.5\cdot21.5}=0.031 ,$$

against 0.024 for pure $\Omega=1/2$. The F2 line is weakened, from 0.214 to 0.194. When the coupling outweighs the diagonal gap, $2|c|\gg|A-2B|$, the two values of $\Omega$ have nearly equal weight and $\langle\Omega\rangle\to1=\Lambda$. This holds when both $Bx\gg|A|$ and $x\gg1$, and also at every $J\ge3/2$ when $A=2B$, where the gap vanishes. Small $A$ alone is not enough. At $A=0$ the formula gives $\langle\Omega\rangle=1+1/(2x)$ for F1, which is still 1.25 at $J=3/2$. Where the weights are equal, the Q branch survives with the orbital projection in place of $\Omega$.

## What the spectrum shows

For pure $\Omega$, a Q line lies at

$$(B'-B)J(J+1)$$

from the sub-band origin, because the same $J$ occurs in both levels. Neighbouring P or R lines are about $2B=3.4\ \mathrm{cm^{-1}}$ apart near the origin, whereas the low-$J$ Q lines nearly coincide. In the mixed model, the F1 Q lines with $J=1.5$, 5.5 and 10.5 lie at $-0.08$, $-0.70$ and $-2.35\ \mathrm{cm^{-1}}$ from the band origin.

To obtain the band at 300 K, the two-by-two matrix was diagonalized for all $J$ up to 60.5. Each line strength was multiplied by $e^{-E/kT}$, with $E$ the lower-state energy and $kT=208.5\ \mathrm{cm^{-1}}$. The small variation across the band of the photon-energy factor and of stimulated emission was ignored.

The Q lines carry 1.26% of the strength absorbed from F1 levels, 6.55% from F2 levels and 3.13% of the total. Pure $\Omega=1/2$ and $3/2$ give 1.25% and 6.54%, so mixing matters little here. At equal $J$ the pure $\Omega=3/2$ Q line is nine times the $\Omega=1/2$ one, since $(3/2)^2$ is nine times $(1/2)^2$. The ratio of the shares is only about five, because the $\Omega=3/2$ ladder lacks the level $J=1/2$, where the factor $(2J+1)/[J(J+1)]$ is largest.

When the line width is large enough to merge the low-$J$ Q lines but smaller than the P and R spacing, this small total need not make the feature faint; the relative height depends on the width chosen. With each line drawn as a Gaussian of full width $1\ \mathrm{cm^{-1}}$ at half maximum, the Q lines merge into a peak at $-0.18\ \mathrm{cm^{-1}}$. Its height is 0.74 of the highest peak formed by the other lines. These two numbers belong to the model. Including the photon-energy and stimulated-emission factor for a band origin at $1876\ \mathrm{cm^{-1}}$ lowers the height to 0.73. Taking $A$ smaller by $0.24\ \mathrm{cm^{-1}}$ in the upper level moves the peak to $-0.24\ \mathrm{cm^{-1}}$ and lowers the height to 0.62. An $\Omega=0$ molecule with the same $B$ and $B'$ has nothing at the centre but negligible Gaussian tails.

## Parity, and why $^2\Sigma$ states differ

States with $+\Omega$ and $-\Omega$ combine into two levels of definite parity,

$$|\pm\rangle=\frac{|\Omega\rangle\pm|-\Omega\rangle}{\sqrt2}.$$

The Q element $q=M\Omega/[J(J+1)]$ changes sign with $\Omega$. Between like combinations it gives $\frac12(q-q)=0$; between unlike ones, $\frac12(q+q)=q$. Each Q line therefore joins opposite members of the pair, with the strength $S_Q$ derived above. In a $^2\Pi$ state the pair is split by the omitted coupling to other electronic states, and this splitting is neglected here. The lines stay near the band centre as long as it is small against $2Bx$. In a model of one p electron with a $^2\Sigma$ state $45000\ \mathrm{cm^{-1}}$ higher, $A=120$ and $B=1.7\ \mathrm{cm^{-1}}$ give a splitting of the $\Omega=1/2$ pair of about 0.5% of $2Bx$. For $A=8000$, $B=0.229\ \mathrm{cm^{-1}}$ and a gap of $20000\ \mathrm{cm^{-1}}$ it reaches 56%, and the neglect fails.

A $^2\Sigma$ state has $\Lambda=0$ but $|\Omega|=1/2$. Its two parity levels with the same $J$ have $N=J-1/2$ and $N=J+1/2$. Their rotational energies $BN(N+1)$ differ by

$$B[x(x+1)-(x-1)x]=2Bx ,$$

which is not small. The lines with $\Delta J=0$ exist, but they have $\Delta N=\pm1$ and lie among the P and R lines. For $N=2\to3$ with $J=5/2$ in both levels, the strength is

$$\frac{(1/4)\cdot6}{35/4}=0.171,$$

and the position in the model is $12B'-6B=9.96\ \mathrm{cm^{-1}}$ from the origin. Without spin–rotation splitting, this is also the position of the R line $N=2\to3$.

No central line with $\Delta N=0$ appears. Spin commutes with $\mathbf n$, so the proof above can be repeated with $\mathbf N$ in place of $\mathbf J$. Now $\mathbf N\cdot\mathbf n=\Lambda=0$, and the element for unchanged $N$ vanishes. A nonzero $\Omega$ thus implies a central Q branch when the opposite-parity partners lie close together, as in the $^2\Pi$ model used here, but not in $^2\Sigma$.

## Where the dipole rule stops

The absence of a Q branch at $\Omega=0$ concerns the operator $\mathbf n$. An electric-quadrupole transition instead involves functions such as $P_2(u)=(3u^2-1)/2$, which are even in $u$. For $\Omega=0$, $J=1$, $M=0$ the density is $3u^2/2$, and

$$\langle P_2\rangle=\frac34\int_{-1}^{1}(3u^4-u^2)\,du
=\frac34\left(\frac65-\frac23\right)=\frac25 .$$

This is not zero, so a quadrupole band can have a Q branch even without axial angular momentum. A homonuclear molecule has no electric-dipole vibrational band at all, since symmetry makes $\mu(r)=0$, whatever the value of $\Omega$.

Numbers in the example were calculated in double precision.
